# The Long-Time Limit of the Well-Tempered Metadynamics Bias: test program

```python
# Result under test: the well-tempered metadynamics bias V(s,n) after n hills
# tends to -(1 - 1/gamma) F(s) + c(n), where c(n) is uniform in s and grows as
# kB*DeltaT*ln(n), and s is then distributed as exp(-F(s)/(gamma kB T)).
# Symbols: s periodic angle on a grid; y hidden displacement; F free energy of
# s at bath temperature T; gamma = (T + DeltaT)/T bias factor; w first hill
# height; sigma hill width; G hill shape with unit peak.
# Internal units: energy zJ = 1e-21 J, length nm, angle rad, temperature K.
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp

kB = constants.k * 1e21
to_kj_mol = 1e-21 * constants.N_A / 1000.0
T, gamma = 300.0, 6.0
kT = kB * T
kDT = (gamma - 1.0) * kT
kappa = 1.0 / kT + 1.0 / kDT
w, sigma, N = 2.0, 0.25, 36
s = 2.0 * np.pi * np.arange(N) / N

# Model energy U(s,y) = U0(s) + stiffness(s) y^2 / 2
A, B, k0, b = 24.0, 10.0, 1.0, 1.5          # zJ, zJ, N/m, dimensionless
U0 = 0.5 * A * (1 - np.cos(2 * s)) + 0.5 * B * (1 - np.cos(s))
stiff = 1000.0 * k0 * np.exp(b * np.cos(s))  # 1 N/m = 1000 zJ/nm^2


def free_energy(temperature):
    """Free energy of s from direct quadrature over y, minimum set to zero."""
    y_grid = np.linspace(-3.0, 3.0, 6001)
    U = U0[:, None] + 0.5 * stiff[:, None] * y_grid**2
    weight = np.exp(-U / (kB * temperature)).sum(axis=1)
    f = -kB * temperature * np.log(weight)
    return f - f.min()


F = free_energy(T)
F_hot = free_energy(gamma * T)
F_gauss = U0 + 0.5 * kT * b * np.cos(s)
assert np.max(np.abs(F - (F_gauss - F_gauss.min()))) < 1e-6
target = -(1 - 1 / gamma) * F

# Periodic Gaussian hill shape
distance = s[:, None] - s[None, :]
G = sum(np.exp(-(distance + 2 * np.pi * m)**2 / (2 * sigma**2))
        for m in range(-2, 3))
g = G[0].sum()
assert np.linalg.eigvalsh(G).min() > 0


# Averaged growth law, integrated in x = ln(1+n); last entry is the uniform c
def growth(x, state):
    V, c = state[:N], state[N]
    boltz = np.exp(-(F + V) / kT)
    Z = boltz.sum()
    dV = w * G @ (np.exp(-V / kDT) * boltz / Z)
    dc = w * g * np.exp(-kappa * c) / Z
    return np.exp(x) * np.append(dV, dc)


def evolve(state, n_values):
    x = np.log1p(np.asarray(n_values, dtype=float))
    sol = solve_ivp(growth, (x[0], x[-1]), state, t_eval=x,
                    method="LSODA", rtol=1e-10, atol=1e-10)
    assert sol.success
    return sol.y.T


n_values = np.concatenate(([0.0], np.logspace(0, 6, 13)))
start = np.append(np.zeros(N), -target.mean())
path = evolve(start, n_values)
phi = path[:, :N] - target - path[:, N:]
lyapunov = 0.5 * np.einsum("ti,ti->t", phi, np.linalg.solve(G, phi.T).T)
assert np.all(np.diff(lyapunov) < 1e-7 * lyapunov[0])
max_dev = np.max(np.abs(phi), axis=1)
assert max_dev[-1] < 0.05

# Absolute offset of the bias at late times
Z_gamma = np.exp(-F / (gamma * kT)).sum()


def offset(n):
    return kDT * np.log(w * g * n / (kDT * Z_gamma))


offset_ode = np.mean(path[-1, :N] - target)
assert abs(offset_ode - offset(n_values[-1])) < 0.05

# Decay exponents of small errors of the bias, one Fourier mode at a time
exponents = []
n1, n2 = 1000.0, 2000.0
for mode in (1, 3, 6):
    wave = np.cos(mode * s)
    V1 = target + offset(n1) + 0.01 * wave
    V2 = evolve(np.append(V1, offset(n1)), [n1, n2])[-1, :N]
    ratio = ((V2 - target) @ wave) / ((V1 - target) @ wave)
    measured = -np.log(ratio) / np.log(n2 / n1)
    predicted = gamma * np.exp(-0.5 * (mode * sigma)**2)
    assert abs(measured / predicted - 1) < 5e-3
    exponents.append((mode, measured, predicted))

# Independent Metropolis simulations of (s,y) at temperature T with real hills
rng = np.random.default_rng(7)
runs, hills, sweeps = 200, 6000, 10
rows = np.arange(runs)
V = np.zeros((runs, N))
i = np.zeros(runs, dtype=int)
y = np.zeros(runs)
counts = np.zeros(N)
hidden_sum, hidden_num = 0.0, 0
for hill in range(hills):
    jumps = rng.integers(-5, 6, (sweeps, runs))
    shifts = rng.uniform(-0.15, 0.15, (sweeps, runs))
    limits = kT * rng.exponential(size=(2, sweeps, runs))
    for q in range(sweeps):
        j = (i + jumps[q]) % N
        dE = (U0[j] - U0[i] + 0.5 * (stiff[j] - stiff[i]) * y * y
              + V[rows, j] - V[rows, i])
        i = np.where(dE < limits[0, q], j, i)
        y_new = y + shifts[q]
        dE = 0.5 * stiff[i] * (y_new * y_new - y * y)
        y = np.where(dE < limits[1, q], y_new, y)
    if hill >= hills // 2:
        counts += np.bincount(i, minlength=N)
        hidden_sum += np.sum(0.5 * stiff[i] * y * y)
        hidden_num += runs
    height = w * np.exp(-V[rows, i] / kDT)
    V += height[:, None] * G[i]


def rms_centred(a):
    return np.sqrt(np.mean((a - a.mean(axis=-1, keepdims=True))**2))


mean_V = V.mean(axis=0)
err_mean = rms_centred(mean_V - target)
err_single = rms_centred(V - target)
err_full = rms_centred(mean_V + F)
assert err_mean < 0.4 and err_full > 1.0

# Free energy recovered from the bias
F_est = -gamma / (gamma - 1) * V
top, far = int(np.argmax(F)), N // 2
barrier_runs = F_est[:, top] - F_est[:, 0]
well_runs = F_est[:, far] - F_est[:, 0]
barrier, well = F[top] - F[0], F[far] - F[0]
assert abs(barrier_runs.mean() - barrier) < 0.7
assert abs(well_runs.mean() - well) < 0.7

# Distribution of s, and temperature of the hidden displacement
p_sim = counts / counts.sum()
p_wt = np.exp(-F / (gamma * kT))
p_wt /= p_wt.sum()
p_hot = np.exp(-F_hot / (gamma * kT))
p_hot /= p_hot.sum()
tv_wt = 0.5 * np.abs(p_sim - p_wt).sum()
tv_hot = 0.5 * np.abs(p_sim - p_hot).sum()
assert tv_wt < 0.03 and tv_hot > 0.1
T_s = -1.0 / (kB * np.polyfit(F, np.log(p_sim), 1)[0])
T_y = 2.0 * hidden_sum / hidden_num / kB
assert abs(T_s / (gamma * T) - 1) < 0.06
assert abs(T_y / T - 1) < 0.03

print(f"bath temperature T = {T:.0f} K, bias factor gamma = {gamma:.0f}")
print(f"gamma*T = {gamma*T:.0f} K, DeltaT = {(gamma-1)*T:.0f} K")
print(f"kB*T = {kT:.4f} zJ, kB*DeltaT = {kDT:.4f} zJ")
print(f"kappa = {kappa:.5f} 1/zJ")
print(f"model: A = {A:.0f} zJ, B = {B:.0f} zJ, k0 = {k0:.1f} N/m, b = {b:.1f}")
print(f"hills: w = {w:.1f} zJ, sigma = {sigma:.2f} rad, grid points = {N}")
print(f"kernel sum g = {g:.4f}, Z_gamma = {Z_gamma:.4f}")
print(f"barrier top at s = {np.degrees(s[top]):.0f} degrees")
print(f"barrier of F from s=0: {barrier:.3f} zJ = {barrier*to_kj_mol:.3f} kJ/mol")
print(f"F(180 deg)-F(0): {well:.3f} zJ = {well*to_kj_mol:.3f} kJ/mol")
print(f"barrier left under the limiting bias: {barrier/gamma:.3f} zJ")
print("averaged growth law from zero bias:")
for n_show in (0, 1, 5, 7, 9, 13):
    print(f"  n = {n_values[n_show]:.0f}: max |phi| = {max_dev[n_show]:.3e} zJ,"
          f" H = {lyapunov[n_show]:.3e} zJ^2")
print(f"offset at n = 1e6: integrated {offset_ode:.4f} zJ,"
      f" formula {offset(n_values[-1]):.4f} zJ")
for mode, measured, predicted in exponents:
    print(f"decay exponent, mode {mode}: measured {measured:.4f},"
          f" formula {predicted:.4f}")
print(f"simulations: {runs} runs, {hills} hills each, {sweeps} sweeps per hill")
print(f"rms error of run-averaged bias shape: {err_mean:.3f} zJ")
print(f"rms error of a single run's bias shape: {err_single:.3f} zJ")
print(f"rms distance of run-averaged bias from -F: {err_full:.3f} zJ")
for name, data in (("barrier", barrier_runs), ("F(180 deg)-F(0)", well_runs)):
    print(f"recovered {name}: {data.mean():.3f} zJ ="
          f" {data.mean()*to_kj_mol:.3f} kJ/mol")
    print(f"  standard error {data.std(ddof=1)/np.sqrt(runs):.3f} zJ,"
          f" single-run spread {data.std(ddof=1):.3f} zJ")
print(f"total variation distance, s at gamma*T with F(T): {tv_wt:.4f}")
print(f"total variation distance, whole system at gamma*T: {tv_hot:.4f}")
print(f"temperature fitted to the histogram of s: {T_s:.0f} K")
print(f"temperature of hidden displacement y: {T_y:.1f} K")
print("PASS")
```

Running it gives:

```
bath temperature T = 300 K, bias factor gamma = 6
gamma*T = 1800 K, DeltaT = 1500 K
kB*T = 4.1419 zJ, kB*DeltaT = 20.7097 zJ
kappa = 0.28972 1/zJ
model: A = 24 zJ, B = 10 zJ, k0 = 1.0 N/m, b = 1.5
hills: w = 2.0 zJ, sigma = 0.25 rad, grid points = 36
kernel sum g = 3.5905, Z_gamma = 21.8393
barrier top at s = 90 degrees
barrier of F from s=0: 25.894 zJ = 15.593 kJ/mol
F(180 deg)-F(0): 3.787 zJ = 2.281 kJ/mol
barrier left under the limiting bias: 4.316 zJ
averaged growth law from zero bias:
  n = 0: max |phi| = 1.158e+01 zJ, H = 2.905e+02 zJ^2
  n = 1: max |phi| = 1.078e+01 zJ, H = 2.740e+02 zJ^2
  n = 100: max |phi| = 1.728e+00 zJ, H = 3.591e+00 zJ^2
  n = 1000: max |phi| = 4.888e-03 zJ, H = 9.369e-05 zJ^2
  n = 10000: max |phi| = 1.201e-04 zJ, H = 3.333e-07 zJ^2
  n = 1000000: max |phi| = 3.463e-05 zJ, H = 4.510e-08 zJ^2
offset at n = 1e6: integrated 200.3197 zJ, formula 200.3175 zJ
decay exponent, mode 1: measured 5.8155, formula 5.8154
decay exponent, mode 3: measured 4.5291, formula 4.5290
decay exponent, mode 6: measured 1.9479, formula 1.9479
simulations: 200 runs, 6000 hills each, 10 sweeps per hill
rms error of run-averaged bias shape: 0.028 zJ
rms error of a single run's bias shape: 0.314 zJ
rms distance of run-averaged bias from -F: 1.434 zJ
recovered barrier: 25.880 zJ = 15.585 kJ/mol
  standard error 0.044 zJ, single-run spread 0.628 zJ
recovered F(180 deg)-F(0): 3.854 zJ = 2.321 kJ/mol
  standard error 0.038 zJ, single-run spread 0.535 zJ
total variation distance, s at gamma*T with F(T): 0.0027
total variation distance, whole system at gamma*T: 0.2206
temperature fitted to the histogram of s: 1795 K
temperature of hidden displacement y: 300.6 K
PASS
```
